# Why a series dielectric tilts ferroelectric loops but keeps zero-charge crossings

**Question.** A ferroelectric capacitor is driven around its saturated charge-voltage loop. A linear dielectric is then put in series with it, and the drive is enlarged until the ferroelectric saturates again. The loop is now tilted, and less charge remains at zero voltage. Why does it still cross zero charge at the same two voltages, although the dielectric takes a share of the applied voltage?

**Answer.** The dielectric's share is set by the charge it carries, and at the crossing it carries none.

## The mechanism

Take a ferroelectric film between a top electrode and an inner metal plate, with a linear dielectric between the inner plate and a grounded electrode. Let $Q$ be the free charge on the top electrode per unit area of the ferroelectric. It includes the switched polarization and the ordinary dielectric response. Without leakage, a measurement that integrates current gives changes of $Q$; the zero is fixed by centring the saturated loop.

The ferroelectric's lower face holds the charge $-Q$ on the adjoining side of the inner plate. If the plate has no net charge, its other side must hold $+Q$, which is the charge on the dielectric. Let $C_D$ be the dielectric's capacitance, also per unit area of the ferroelectric. The dielectric voltage is then $Q/C_D$, and the total voltage is

$$V=V_F+\frac{Q}{C_D},\tag{1}$$

where $V_F$ is the voltage on the ferroelectric.

The dielectric voltage thus has the sign of $Q$. With positive charge, more total voltage is needed to give the ferroelectric the same $V_F$; with negative charge, less is needed. Points in the upper half of the loop move right, points in the lower half move left, and points at $Q=0$ stay. The loop is sheared along the voltage axis: it tilts, while its points on the line $Q=0$ stay fixed.

It may seem that a voltage divider must delay the crossing. It does slow the rise of $V_F$. But the sweep starts at negative saturation, where the dielectric already has the voltage $-Q_{\max}/C_D$, with $Q_{\max}$ the peak charge. During the rise to $Q=0$ the dielectric takes up $+Q_{\max}/C_D$ of the sweep, which brings its own voltage back to zero. The enlarged drive supplied this extra sweep by starting lower by the same amount.

## Why the ferroelectric follows the same branch

Equation (1) moves the old loop only if the ferroelectric still follows its old branches. This needs an argument, because a ferroelectric remembers its history.

Assume that it is rate-independent: its state depends on the sequence of values of $V_F$, not on how fast they are passed. Assume also that one common $V_F$ acts across the whole film, which the inner plate ensures. Assume finally that the saturated branches have no jumps. On the rising branch, $Q=Q_\uparrow(V_F)$ then increases smoothly with $V_F$, with a finite differential capacitance $C=dQ_\uparrow/dV_F>0$. Differentiating (1) gives

$$\frac{dV}{dV_F}=1+\frac{C}{C_D}>0.\tag{2}$$

When $V$ rises steadily, $V_F$ therefore rises too and never turns back. If it started from negative saturation, it passes through the same sequence of values as in the bare capacitor, and the ferroelectric retraces the same branch. The falling branch follows in the same way from positive saturation. With $V_F(Q)$ the inverse of either bare branch,

$$V_{\uparrow,\downarrow}(Q)=V_{F\uparrow,\downarrow}(Q)+\frac{Q}{C_D}.\tag{3}$$

To reach the old end point, where $V_F=V_{\max}$ and $Q=Q_{\max}$, the drive amplitude must grow to $V_{\max}+Q_{\max}/C_D$.

## Tilt, crossings and loss

Differentiating (3) with respect to $Q$ gives

$$\frac{dV}{dQ}=\frac1C+\frac1{C_D},\qquad \frac{dQ}{dV}=\frac{C\,C_D}{C+C_D}.\tag{4}$$

The slope is that of two capacitors in series and lies below $C_D$ everywhere. The steep switching part, where $C\gg C_D$, is flattened most. The saturated ends, where $C$ is small, are flattened least, by the factor $1+C/C_D$, which is near one only if $C_D$ is well above $C$.

Setting $Q=0$ in (3) gives $V_{\uparrow,\downarrow}(0)=V_{F\uparrow,\downarrow}(0)$. For a symmetric ferroelectric both loops cross at $+V_c$ and $-V_c$. Linearity of the dielectric is not needed for this: any dielectric whose voltage is a single-valued, increasing function of $Q$ and vanishes at $Q=0$ gives the same crossings.

The energy lost per cycle and unit area is the loop area,

$$\oint V\,dQ=\oint V_F\,dQ+\frac1{C_D}\oint Q\,dQ=\oint V_F\,dQ.\tag{5}$$

The last term vanishes because $Q\,dQ=d(Q^2/2)$ and $Q$ returns to its starting value. The loop becomes wider from end to end, but it encloses the same area.

## Why the remanence falls

Remanence is the charge left at $V=0$ on the falling branch. In the bare capacitor this means $V_F=0$, and the charge is $Q_r=Q_\downarrow(0)$. In the series stack, (1) with $V=0$ gives

$$Q=-C_DV_F.\tag{6}$$

The charge left on the dielectric puts a reverse voltage on the ferroelectric. The remanence $Q_r'$ lies where the line (6), called the load line, cuts the falling branch.

To locate the cut, define $h(V_F)=V_F+Q_\downarrow(V_F)/C_D$, which increases with $V_F$. At $V_F=-V_c$ the charge is zero, so $h=-V_c<0$. At $V_F=0$, $h=Q_r/C_D>0$. The root of $h=0$ therefore lies between $-V_c$ and $0$. Since $Q_\downarrow$ increases, $0<Q_r'<Q_r$. Since $Q_r'=-C_DV_F$ and $-V_F<V_c$, also

$$Q_r'<C_DV_c.\tag{7}$$

Two limits show how the fall sets in. For very large $C_D$ the load line is nearly vertical, $V_F\to0$, and $Q_r'\to Q_r$. For small $C_D$ the cut lies close to $-V_c$, where the branch is nearly straight: $Q_\downarrow\approx C(V_F+V_c)$, with $C$ taken at the crossing. Equating this to $-C_DV_F$ gives $V_F\approx-CV_c/(C+C_D)$ and

$$Q_r'\approx\frac{C\,C_D}{C+C_D}\,V_c.\tag{8}$$

In this limit the remanence is the tilted slope times the unchanged crossing voltage.

## A hafnia example

Take a 10 nm hafnium-zirconium oxide film with rough typical values: background permittivity 30 and switchable polarization $p_s=20$ μC/cm². Its background capacitance is $C_F=2.656$ μF/cm². The film is modelled as many two-state domains. A domain with switching voltage $V_i$ turns up at $V_F=V_i$ and down at $V_F=-V_i$. The fraction of domains with $V_i<V_F$ is taken as $1/(1+e^{-(V_F-V_0)/w})$, with median $V_0=1.00$ V and width $w=0.10$ V. The polarization on the rising branch is $p_s$ times twice this fraction minus one, so

$$Q_\uparrow=C_FV_F+p_s\tanh\frac{V_F-V_0}{2w}.\tag{9}$$

The falling branch has $V_F+V_0$ in place of $V_F-V_0$.

Setting (9) to zero gives $V_c=0.974$ V. This is slightly below the median, because the positive background charge $C_FV_c$ must be balanced by a polarization that is still slightly negative.

The dielectric is 6 nm of alumina with permittivity 9, in a capacitor of ten times the ferroelectric's area. Per unit ferroelectric area, $C_D=13.28$ μF/cm². With $V_{\max}=2.00$ V on the ferroelectric, $Q_{\max}=25.31$ μC/cm², and the series drive must reach

$$2.00+\frac{25.31}{13.28}=3.91\ \text{V}.$$

At the crossing the bare slope is $C=101.0$ μF/cm². By (4) the series slope is $101.0\times13.28/(101.0+13.28)=11.74$ μF/cm², a reduction by a factor of 8.6. In saturation, where $C\approx C_F$, the slope falls by the factor $1+2.656/13.28=1.20$ only.

The load line cuts the falling branch at $V_F=-0.839$ V, which leaves $13.28\times0.839=11.1$ μC/cm². The bare remanence is 20.0 μC/cm², so 56% survives in this rate-independent model. It is not a long-term retention figure: the ferroelectric is left under a reverse voltage close to its switching voltage, and thermally activated switching would go on reducing the charge with time. The bound (7) is 12.9 μC/cm², and the estimate (8) gives $11.74\times0.974=11.4$ μC/cm².

These results were tested by following 4000 domains one flip at a time, solving the voltage balance again after each flip and making no use of (3). The crossings came out at $\pm0.974$ V both with and without the alumina, and the series remanence at 11.1 μC/cm². The loop areas were 80.00 and 79.97 μJ/cm².

Changing the alumina thickness, with the drive adjusted each time to saturate the ferroelectric, separates the two effects:

| Alumina | Drive amplitude | Crossing | Remanence |
|---|---|---|---|
| 3 nm | 2.95 V | 0.974 V | 17.2 μC/cm² |
| 6 nm | 3.91 V | 0.974 V | 11.1 μC/cm² |
| 12 nm | 5.81 V | 0.974 V | 6.0 μC/cm² |

For 12 nm, (8) gives 6.1 μC/cm², close to the simulated value. For 3 nm it gives 20.5 μC/cm², which is too high: the load line then cuts the branch where it already bends towards saturation. The 3 nm row describes an ideal insulator of that capacitance; real alumina so thin would leak by tunnelling, as estimated in the last section.

## When the crossings do move

**The drive is not enlarged.** Keep the amplitude at 2.0 V and start from a film in which, at every switching voltage, half the domains are up and half down. The charge then peaks at 13.2 μC/cm². The alumina takes $13.2/13.28\approx0.99$ V at the peak and leaves about 1.01 V for the ferroelectric. Domains with higher switching voltages never turn. The rest switch more easily, and the simulated crossing falls to 0.864 V.

**The inner plate is charged.** With a net charge $\sigma$ per unit ferroelectric area on the plate, the dielectric carries $Q+\sigma$, and (1) becomes $V=V_F+(Q+\sigma)/C_D$. A constant $\sigma$ moves both crossings by $\sigma/C_D$ in the same direction. For 1.0 μC/cm² this is 0.075 V, and the simulation agrees to about 1 mV. This is the shift for the true $Q$. If the drive stays symmetric, the charge at both ends of the loop also changes, by $-C_F\sigma/(C_F+C_D)=-0.17$ μC/cm². Centring the measured loop removes this offset and takes back about $0.17/11.74\approx0.014$ V, which leaves a measured shift of 0.061 V. If $\sigma$ differs between the two crossings, their separation changes as well.

**There is no common voltage.** Without an inner plate, a wide domain acts with its own patch of dielectric. Before turning up it has polarization $-p_s$, so its patch obeys $V=V_F+(C_FV_F-p_s)/C_D$. It turns when $V_F=V_i$, that is, at

$$V=V_i\left(1+\frac{C_F}{C_D}\right)-\frac{p_s}{C_D}.$$

The dielectric under an unswitched domain is still charged, even when the charge averaged over the film is zero. With $C_D$ made 20 times larger than in the example, so that practically every patch keeps two stable states, $p_s/C_D=0.075$ V. The simulated crossing is then 0.910 V for separate patches and 0.974 V for a common voltage.

**Polarization is plotted instead of charge.** Where the switched polarization is zero, $Q=C_FV_F$ remains, and (1) gives $V=V_F(1+C_F/C_D)$. In the example this crossing moves from 1.000 V to 1.200 V. The invariance belongs to $Q=0$.

**The bare branch jumps.** If domains that have turned help others to turn, many can switch together at one voltage. When such a jump passes through $Q=0$, the bare capacitor crosses at the voltage that starts the jump. In series, the growing charge on the dielectric can lower $V_F$ while the domains switch. The ferroelectric then no longer retraces its bare branch, and the crossing can come at a lower voltage.

**Switching depends on rate.** Suppose that switching is thermally activated and that the switching voltages rise by $g$ for each tenfold increase in $dV_F/dt$. By (2), at a fixed ramp rate of $V$, the dielectric slows $V_F$ at the crossing by the factor $1+C/C_D=8.6$. The crossing should then fall by about

$$g\log_{10}\left(1+\frac{C}{C_D}\right)=0.05\times0.93\approx0.047\ \text{V}$$

for a rough $g=0.05$ V per decade. A simulation with activated domains gives 0.045 V. If the cycle time is held fixed instead, the larger amplitude makes the ramp $3.91/2.00$ times faster, which gives back about 0.015 V by the same law.

## The model beside real stacks

The example resembles a gate stack with a floating inner metal, but with a metal electrode in place of the silicon channel. The area ratio matters. The alumina reaches 1.91 V across 6 nm, a field of 3.18 MV/cm, whereas thin alumina breaks down at very roughly 5 to 10 MV/cm. With equal areas the same charge would require 31.8 MV/cm, far beyond breakdown, so the fully saturated loop described here could not be reached. The switching width of 0.10 V makes a rather square loop; a broader spread would change $V_c$ and $Q_r'$ but not the argument at $Q=0$.

Of rate dependence, leakage and tunnelling, rate dependence has the largest estimated effect on the crossings of the 6 nm example when leakage acts for about 1 ms: about 5% of $V_c$ at a fixed ramp rate and about 3% at a fixed cycle time. A rough ferroelectric leakage of $10^{-4}$ A/cm² acting for 1 ms would put 0.10 μC/cm² on the inner plate and move a crossing of $Q$ by 7.5 mV. The measured crossing moves less, because the integrated current also counts the leaked charge. Where the integrated charge is zero, the alumina is uncharged and the ferroelectric has $Q=-0.10$ μC/cm², which changes its voltage by only about $0.10/101.0$ V, or 1 mV. Direct tunnelling through the alumina, for a rough barrier of 2.5 eV and a tunnelling mass of 0.3 electron masses, passes about $10^{-6}$ μC/cm² through the 6 nm layer in the same time and is negligible; conduction through defects is not included in that figure. The current rises steeply as the layer thins. With the same barrier and mass, 3 nm of alumina at its peak voltage of 0.95 V passes of order $10^{-2}$ A/cm², more than 100 μC/cm² in 1 ms and well above $Q_{\max}$, so on that time scale its inner plate would not stay free of charge. A transistor with hafnia directly on an oxide-covered channel departs further from the model: it has no inner plate to impose a common voltage, charge can be trapped between the layers, and the channel is not a linear capacitor. Its crossings need not stay in place. The numerical output below lists the main computed values.

## Computed values

```
Ferroelectric: 10 nm, background permittivity 30
Switchable polarization 20.0 uC/cm2
Domain switching voltage: median 1.00 V, width 0.10 V
Alumina: 6 nm, permittivity 9, area ratio 10
Background capacitance c_f = 2.656 uF/cm2
Series capacitance C_D = 13.28 uF/cm2 of ferroelectric
Peak charge Q_max = 25.31 uC/cm2
Drive amplitude: bare 2.00 V, series 3.91 V
Closed-form bare crossing V_c = 0.974 V
Simulated crossings, bare: 0.974 V, -0.974 V
Simulated crossings, series: 0.974 V, -0.974 V
Simulated remanence, bare: 20.00 uC/cm2
Simulated remanence, series: 11.13 uC/cm2
Load-line remanence, series: 11.14 uC/cm2
Upper bound C_D*V_c = 12.94 uC/cm2
Ferroelectric voltage at V = 0, series: -0.839 V
Slope dQ/dV at Q = 0, bare (closed form): 101.0 uF/cm2
Slope dQ/dV at Q = 0, series (simulated): 11.74 uF/cm2
Slope dQ/dV at Q = 0, series (formula): 11.74 uF/cm2
Loop area: bare 80.00, series 79.97 uJ/cm2
Alumina 3 nm: C_D 26.56 uF/cm2, amplitude 2.95 V, crossing 0.974 V, remanence 17.15 uC/cm2
Alumina 6 nm: C_D 13.28 uF/cm2, amplitude 3.91 V, crossing 0.974 V, remanence 11.13 uC/cm2
Alumina 12 nm: C_D 6.64 uF/cm2, amplitude 5.81 V, crossing 0.974 V, remanence 6.04 uC/cm2
P = 0 crossing: bare 1.000 V, series 1.200 V
Inner charge 1.0 uC/cm2 shifts crossings by 0.075 V (rising), 0.076 V (falling)
Series crossing if amplitude stays 2.0 V: 0.864 V
Peak charge of that minor loop: 13.16 uC/cm2
Patch test: C_D = 265.6 uF/cm2, p_s/C_D = 0.075 V
Patch test crossing: separate patches 0.910 V, common voltage 0.974 V
Assumed rate dependence g = 0.05 V per decade (rough)
Slowdown of V_F at the crossing: factor 8.60
Rate shift of crossing: simulated -45 mV, estimate -47 mV
Peak alumina voltage 1.91 V, field 3.18 MV/cm
Alumina field if areas were equal: 31.8 MV/cm
Peak ferroelectric field 2.0 MV/cm
Assumed ferroelectric leakage 1e-04 A/cm2 for 1 ms (rough)
Leaked charge 0.10 uC/cm2, crossing shift 7.5 mV
Assumed alumina barrier 2.5 eV, tunnelling mass 0.3 m_e (rough)
Tunnel current 1e-10 A/cm2, charge in 1 ms 1e-06 uC/cm2
```
